\section*{Zero-flux depletion of a dilute precursor by thermal diffusion}

\section{Definitions and conventions}

A binary ideal gas fills the space between a cold boundary at $z=0$ and a hot susceptor at $z=L$. The precursor has mole fraction $x$ and the carrier $1-x$. Subscripts $0$ and $s$ denote the cold boundary and the susceptor, so $T_s>T_0$. The pressure $p$ is uniform and the temperature profile $T(z)$ is steady. The total molar density is $c=p/(RT)$, with $R$ the gas constant. Gravity and reactions in the gas are neglected.

The molar flux of precursor relative to the molar-average motion, positive towards the susceptor, is
\begin{equation}
J=-cD\left[\frac{dx}{dz}+\alpha\,x(1-x)\,\frac{d\ln T}{dz}\right],
\label{eq:flux}
\end{equation}
where $D$ is the binary diffusivity. This equation defines the dimensionless thermal diffusion factor $\alpha$ and its sign: for $\alpha>0$ the second term drives precursor towards the cold side. Code that uses the thermal diffusion ratio $k_T=\alpha x(1-x)$ must enter it with the same sign.

Between walls that neither supply nor consume gas, there is no net molar flow. Indeed $c$ does not change in time when $p$ and $T(z)$ are steady, so the total molar flux is independent of $z$, and it vanishes at the walls. Equation~\eqref{eq:flux} is then also the flux in the laboratory frame. In the steady state $dJ/dz=0$, and the walls fix $J=0$ everywhere.

\section{The zero-flux law}

Since $cD>0$, setting $J=0$ requires the bracket in \eqref{eq:flux} to vanish. Dividing it by $x(1-x)$ separates the variables:
\begin{equation}
\frac{dx}{x(1-x)}=-\alpha\,d\ln T .
\end{equation}
The left side equals $dx/x+dx/(1-x)$, which is the differential of $\ln[x/(1-x)]$. For constant $\alpha$, integration from the cold boundary to the susceptor gives
\begin{equation}
\frac{x_s}{1-x_s}=r\,\frac{x_0}{1-x_0},\qquad
r=\left(\frac{T_s}{T_0}\right)^{-\alpha}.
\label{eq:odds}
\end{equation}
To solve for $x_s$, multiply out: $x_s(1-x_0)=r x_0(1-x_s)$. Collecting the terms in $x_s$ yields
\begin{equation}
x_s=\frac{r x_0}{1-x_0(1-r)} .
\label{eq:exact}
\end{equation}
When $x_0\ll1$ and $\alpha>0$, the denominator is close to one and
\begin{equation}
x_s\simeq x_{\rm eq}=x_0\left(\frac{T_s}{T_0}\right)^{-\alpha}.
\label{eq:power}
\end{equation}
The dilute law is lower than \eqref{eq:exact} by the fraction $x_0(1-r)$ of the value in \eqref{eq:exact}. The same formulas hold at any intermediate point if $T_s$ is replaced by the local temperature.

The diffusivity, the pressure and the shape of $T(z)$ have dropped out. For a given $x_0$ they do not enter the final relation between $x$ and $T$, provided $\alpha$ itself is constant. In a closed cell, however, $x_0$ is not free: it is fixed by the conserved amount of precursor, $\int cx\,dz$, and so depends on the shape of $T(z)$. For a small temperature difference, $r\simeq1-\alpha(T_s-T_0)/T_0$. In the opposite composition limit, $x\to1$, equation~\eqref{eq:odds} gives $1-x_s\simeq(1-x_0)/r$: for $\alpha>0$ the trace carrier is enriched at the hot side. Constant $\alpha$ here means independent of composition as well as temperature, and for a heavy precursor in a light carrier it is not. For the hard-sphere model of the worked example, the first Chapman--Enskog approximation gives $1.06$ at $x\to0$, about $0.9$ at $x=0.1$ and $5/13$ at $x\to1$. Outside the dilute range, $\alpha$ must be taken at the composition at hand, and \eqref{eq:odds} is then only approximate.

Two related quantities should not be confused with $x$. The precursor number density is $n_1=xp/(k_BT)$, so in the dilute case
\begin{equation}
n_1\propto T^{-(1+\alpha)} .
\label{eq:density}
\end{equation}
The extra power is ordinary gas expansion and remains when $\alpha=0$. The precursor mass fraction $w$ satisfies $w/(1-w)=(M_1/M_2)\,x/(1-x)$, where $M_1$ and $M_2$ are the precursor and carrier molar masses. Its ratio $w/(1-w)$ therefore follows the same power as in \eqref{eq:odds}. With a heavy precursor, however, $w$ may not be small even when $x$ is, and the factor $1-w$ must then be kept.

If $\alpha$ depends on temperature, the dilute equation $d\ln x=-\alpha(T)\,d\ln T$ gives
\begin{equation}
\frac{x_s}{x_0}=\exp\left[-\int_{T_0}^{T_s}\alpha(T)\,\frac{dT}{T}\right].
\label{eq:variable}
\end{equation}
For given end temperatures, the effective exponent is the average of $\alpha$ over $\ln T$. A single power no longer describes the whole profile.

\section{Why a heavy precursor can move to the cold side}

The sign of $\alpha$ is not fixed by mass alone. It can be found in a model where the precursor molecule is so much heavier than a carrier molecule that it is effectively at rest during a collision. The carrier is treated as a dilute gas with translational energy only.

\subsection{The carrier distribution}

Let $m$ and $n$ be the carrier molecular mass and number density, $v_0=\sqrt{2k_BT/m}$, and $\mathbf C=\mathbf v/v_0$. To leading order in the Sonine expansion, a carrier conducting heat along $z$ has the distribution
\begin{equation}
f=\frac{n}{\pi^{3/2}v_0^3}\,e^{-C^2}
\left[1-a\left(C^2-\tfrac52\right)C_z\right].
\label{eq:dist}
\end{equation}
Angle brackets below denote averages over the normalized weight $\pi^{-3/2}e^{-C^2}$. The radial integral gives
\begin{equation}
\langle C^q\rangle=\frac{\Gamma\!\left(\frac{q+3}{2}\right)}{\Gamma\!\left(\frac32\right)},
\qquad
\langle C^{q+2}\rangle=\frac{q+3}{2}\langle C^q\rangle,
\label{eq:moments}
\end{equation}
and isotropy gives $\langle C^qC_z^2\rangle=\langle C^{q+2}\rangle/3$.

The particle flux is $-(anv_0/3)\langle C^2(C^2-\frac52)\rangle$. By \eqref{eq:moments} with $q=2$, this contains $\frac52-\frac52=0$, so there is no carrier flow. The energy flux is therefore the heat flux:
\begin{align}
q_z&=-\frac{anmv_0^3}{2}\left\langle C^2C_z^2\left(C^2-\tfrac52\right)\right\rangle \nonumber\\
&=-\frac{anmv_0^3}{6}\left(\tfrac72-\tfrac52\right)\langle C^4\rangle
=-\frac58\,anmv_0^3,
\end{align}
where $\langle C^4\rangle=15/4$. Writing $q_z=-\kappa T'$, with $T'=dT/dz$ and $\kappa$ the translational thermal conductivity, fixes the amplitude:
\begin{equation}
a=\frac{8\kappa T'}{5nmv_0^3}.
\label{eq:amplitude}
\end{equation}

\subsection{The thermal force}

A carrier molecule deflected through an angle $\chi$ transfers, after averaging over the azimuth, momentum $m\mathbf v(1-\cos\chi)$ to the heavy molecule. Integrating over impact parameters defines the momentum-transfer cross-section $Q(v)$. Let $Q=Q_0C^{-s}$. The force is the integral of $f\,mvv_zQ$ over velocity. The isotropic part of $f$ contributes nothing, and the distortion gives
\begin{align}
F&=-anmv_0^2Q_0
\left\langle C^{1-s}C_z^2\left(C^2-\tfrac52\right)\right\rangle \nonumber\\
&=-\frac{anmv_0^2Q_0}{3}
\left(\frac{6-s}{2}-\frac52\right)\langle C^{3-s}\rangle \nonumber\\
&=-\frac{4\kappa Q_0}{15v_0}(1-s)\langle C^{3-s}\rangle\,T'.
\label{eq:force}
\end{align}
The second line uses \eqref{eq:moments} with $q=3-s$; the third inserts \eqref{eq:amplitude}. All parts of the force integral, including the isotropic part that cancels by symmetry, converge at low speed for $s<5$.

The distribution \eqref{eq:dist} explains the sign. For $T'>0$, fast molecules with $C^2>5/2$ carry an excess towards the cold side, while slow molecules carry a compensating excess towards the hot side. The particle fluxes cancel, but the momentum transfers are weighted by an additional factor $vQ(v)\propto C^{1-s}$. For $s<1$ the fast molecules prevail and push the precursor to the cold side. For $s=1$ the force vanishes, and for $s>1$ it reverses.

\subsection{From force to thermal diffusion factor}

At zero flux the heavy molecules have no mean velocity relative to the carrier, so there is no mean drag. When collisions keep their velocity distribution close to a local Maxwellian, their momentum balance is
\begin{equation}
\frac{d}{dz}(n_1k_BT)=n_1F .
\label{eq:balance}
\end{equation}
The partial pressure is $n_1k_BT=xp$. With $p$ uniform, division by $xp=n_1k_BT$ gives $d\ln x/dz=F/(k_BT)$. The dilute zero-flux condition is $d\ln x/dz=-\alpha T'/T$, and comparison gives
\begin{equation}
\alpha=-\frac{F}{k_BT'}
=\frac{4\kappa Q_0}{15k_Bv_0}(1-s)
\frac{\Gamma(3-s/2)}{\Gamma(3/2)} .
\label{eq:alpha}
\end{equation}

For hard spheres with centre distance $d$ at contact, the impact parameter is $d\sin\beta$ and $\chi=\pi-2\beta$. Then $1-\cos\chi=2\cos^2\beta$, and
\begin{equation}
Q=4\pi d^2\int_0^{\pi/2}\sin\beta\cos^3\beta\,d\beta=\pi d^2 .
\end{equation}
Here $s=0$ and $\Gamma(3)/\Gamma(3/2)=4/\sqrt\pi$. The mean carrier speed is $\bar v=\sqrt{8k_BT/(\pi m)}=2v_0/\sqrt\pi$. Substitution in \eqref{eq:alpha} gives
\begin{equation}
\alpha=\frac{32\,d^2\kappa}{15\,k_B\bar v}.
\label{eq:hard}
\end{equation}
If $\kappa\propto\sqrt T$ and $d$ is fixed, $\kappa/\bar v$ and hence $\alpha$ are independent of temperature. This is a case where the constant-$\alpha$ assumption holds within the model. Higher Sonine terms in the carrier distribution, a finite mass ratio and internal energy exchange in collisions can each change the value of $\alpha$, so \eqref{eq:alpha} is in general an estimate.

\section{A susceptor that consumes precursor}

Deposition makes the flux nonzero. Consider a stagnant film of thickness $L$, with $x_0$ held fixed at its cold edge and a steady flux $N>0$ into the susceptor. For $x\ll1$, replace $1-x$ by one and neglect the net flow caused by the surface reaction. That flow, if comparable to $N$, would add a contribution of order $xN$. Equation~\eqref{eq:flux} becomes
\begin{equation}
N=-cD\left(\frac{dx}{dz}+\alpha x\frac{d\ln T}{dz}\right).
\end{equation}
Multiplication by $T^\alpha$ turns the bracket into a total derivative, because $dT^\alpha/dz=\alpha T^\alpha\,d\ln T/dz$:
\begin{equation}
\frac{d}{dz}(xT^\alpha)=-\frac{NT^\alpha}{cD}.
\label{eq:integrating}
\end{equation}
Integrating over the film gives
\begin{equation}
x_sT_s^\alpha=x_0T_0^\alpha-NI,\qquad
I=\int_0^L\frac{T^\alpha}{cD}\,dz .
\label{eq:integral}
\end{equation}
A perfect sink has $x_s=0$ and draws the transport-limited flux $N_{\max}=x_0T_0^\alpha/I$. Dividing \eqref{eq:integral} by $T_s^\alpha$ then yields
\begin{equation}
x_s=x_{\rm eq}\left(1-\frac{N}{N_{\max}}\right).
\label{eq:finite}
\end{equation}
Using the zero-flux value in place of $x_s$ therefore makes an error $N/N_{\max}$ relative to $x_{\rm eq}$.

For first-order surface kinetics, $N=k_sc_sx_s$, where $k_s$ is a rate coefficient in m/s. Substituting this in \eqref{eq:finite} and collecting terms in $x_s$ gives
\begin{equation}
x_s=\frac{x_{\rm eq}}{1+\Lambda},\qquad
\Lambda=\frac{k_sc_sx_{\rm eq}}{N_{\max}} .
\label{eq:robin}
\end{equation}
Multiplying by $k_sc_s$ and inverting gives the equivalent resistance form
\begin{equation}
\frac1N=\frac1{k_sc_sx_{\rm eq}}+\frac1{N_{\max}} .
\label{eq:resistance}
\end{equation}

For a linear temperature profile and $D=D_0(T/T_0)^b$ at fixed pressure, $cD=c_0D_0(T/T_0)^{b-1}$ and $dz=L\,dT/(T_s-T_0)$. With $\theta=T_s/T_0$ and $g=\alpha+2-b\ne0$,
\begin{align}
I&=\frac{L\,T_0^\alpha}{c_0D_0(\theta-1)}
\int_1^\theta u^{\alpha+1-b}\,du
=\frac{L\,T_0^\alpha}{c_0D_0}\,
\frac{\theta^g-1}{g(\theta-1)},\nonumber\\
N_{\max}&=\frac{c_0D_0x_0}{L}\,
\frac{g(\theta-1)}{\theta^g-1}.
\label{eq:limit}
\end{align}
Here $u=T/T_0$. If $g=0$, the quotient $(\theta^g-1)/g$ is replaced by its limit $\ln\theta$.

Thermal diffusion with $\alpha>0$ lowers both limiting rates, but by different factors. At fixed $k_s$, the surface-limited rate $k_sc_sx_{\rm eq}$ is multiplied by $r$. The transport-limited flux is multiplied by
\begin{equation}
\frac{N_{\max}(\alpha)}{N_{\max}(0)}
=\frac{\int_0^L(cD)^{-1}dz}
{\int_0^L(T/T_0)^\alpha(cD)^{-1}dz}.
\label{eq:ratio}
\end{equation}
On a profile rising from $T_0$ to $T_s$, the weight $(T/T_0)^\alpha$ lies between $1$ and $1/r$, so this ratio lies between $r$ and $1$. Since the resistances in \eqref{eq:resistance} add, the reduction at finite $k_s$ lies between those of the two limits.

\section{Worked example}

The model parameters are $\alpha=1$, $T_0=300$~K, $T_s=1300$~K, $x_0=10^{-4}$, $p=10$~kPa, $L=10$~mm, $D_0=5\times10^{-4}$~m$^2$/s, $b=1.75$ and $k_s=0.1$~m/s. The temperature profile is linear.

\subsection{Inert susceptor}

The zero-flux ratio is $r=300/1300=0.231$, so
\begin{equation}
x_{\rm eq}=10^{-4}\times0.2308=2.31\times10^{-5}.
\end{equation}
At 800~K, halfway across the film, $x=3.75\times10^{-5}$: most of the fall in mole fraction occurs in the colder half, because the slope is $-\alpha x\,d\ln T/dz$ and both $x$ and $d\ln T/dz$ are larger there. The number density falls to $0.2308\times300/1300=0.053$ of its cold value. The dilute approximation costs a relative error of $10^{-4}(1-0.2308)=7.7\times10^{-5}$, which is negligible here compared with any plausible uncertainty in $\alpha$.

\subsection{Depositing susceptor}

The molar densities are $c_0=4.009$ and $c_s=0.925$~mol/m$^3$. In \eqref{eq:limit}, $g=1+2-1.75=1.25$ and $\theta=1300/300$, giving
\begin{align}
N_{\max}&=\frac{4.009\times5\times10^{-4}\times10^{-4}}{0.010}\,
\frac{1.25(\theta-1)}{\theta^{1.25}-1}\nonumber\\
&=1.59\times10^{-5}\ \text{mol\,m}^{-2}\text{s}^{-1}.
\end{align}
Without thermal diffusion, $g=0.25$ and the limit is $3.77\times10^{-5}$ in the same unit. The ratio is $0.42$, a weaker reduction than $r=0.23$, as \eqref{eq:ratio} requires. Unlike $r$, it depends on the shape of $T(z)$: the curved profile of a gas with $\kappa\propto T^{0.7}$ gives $0.38$.

For the stated surface rate,
\begin{equation}
\Lambda=\frac{0.1\times0.925\times2.31\times10^{-5}}{1.59\times10^{-5}}\simeq0.134 .
\end{equation}
Equation~\eqref{eq:robin} then gives $x_s=2.308\times10^{-5}/1.134=2.035\times10^{-5}$. The flux is $k_sc_sx_s=1.88\times10^{-6}$~mol\,m$^{-2}$s$^{-1}$, or $0.118$ of the transport limit. The inert-surface value thus overstates $x_s$ by about 12\% of $x_{\rm eq}$. With $\alpha=0$ and the same $k_s$, the flux is $7.43\times10^{-6}$~mol\,m$^{-2}$s$^{-1}$. Thermal diffusion reduces the rate to $0.25$ of that value, close to the surface-limited factor $r$.

\subsection{Is this value of $\alpha$ reasonable?}

Take a separate hard-sphere estimate with carrier mass 2~u, $\kappa=0.10$~W/(m\,K) at 300~K and $d=0.35$~nm. The mean speed is $1782$~m/s, and \eqref{eq:hard} gives
\begin{equation}
\alpha=\frac{32(0.35\times10^{-9})^2(0.10)}
{15k_B(1782)}\simeq1.06 .
\end{equation}
This estimate is not fully consistent with the exponent $b=1.75$ of the example. In the same model the drag coefficient of the heavy molecule is $\gamma=\frac23nmv_0Q_0\langle C^{3-s}\rangle$ and $D=k_BT/\gamma$, so \eqref{eq:alpha} becomes $\alpha=(1-s)\kappa/(5nk_BD)$, and $Q\propto v^{-s}$ gives $b=(3+s)/2$ at fixed pressure. Hard spheres have $b=1.5$. The value $b=1.75$ corresponds to $s=0.5$, and with the stated $D_0$, $p$ and $\kappa$ it gives $\alpha=0.60$ at 300~K. The assumed $\alpha=1$ is thus of the right order of magnitude only. It is not a value for a particular precursor: at fixed $\kappa$ the hard-sphere estimate grows as $d^2$. The collision law matters greatly: with the same $\kappa$ and $Q_0$, $s=0.5$ gives $0.43$, $s=1$ gives zero, and $s=1.5$ gives $-0.30$. These exponents illustrate the formula and are not fitted to a particular gas pair. For $s=1.5$ the precursor mole fraction would be higher at the hot side, although by \eqref{eq:density} its number density would still be lower there.

If $\kappa\propto T^{0.7}$ in the hard-sphere estimate with $d$ fixed, $\alpha\propto T^{0.2}$ and rises by a factor $1.34$ from 300 to 1300~K. Equation~\eqref{eq:variable} should then replace the constant-exponent law. The size of the drift depends on the collision law: for $Q\propto v^{-1/2}$ and the same $\kappa(T)$, $\alpha$ is almost constant, while attractive potentials, whose effective $s$ falls with temperature, can give a larger rise.

\section{Implementation and numerical tests}

For constant $\alpha$, the dilute flux can be written as
\begin{equation}
J=-cD\,T^{-\alpha}\frac{d}{dz}(xT^\alpha).
\end{equation}
Discretizing the difference of $xT^\alpha$ between neighbouring nodes makes the discrete zero-flux state satisfy \eqref{eq:power} at the nodes. A direct discretization of \eqref{eq:flux} approaches the law as the grid is refined. Apply $J=0$ at an inert wall; imposing $dx/dz=0$ there would leave a spurious thermal diffusion flux.

The numerical output includes a closed-cell test of the nondilute law. A uniform mixture with $x=0.05$ and a curved temperature profile separates until the centres of the end cells have $x=0.098$ and $0.026$. The product $T^\alpha x/(1-x)$ is then uniform to $1.9\times10^{-4}$, measured as its full spread relative to its mean.

A second test solves a position--velocity kinetic equation for the heavy molecule, with strong nonuniform friction and the force $F=-\alpha k_BT'$ prescribed. It finds $n_1T^{1+\alpha}$ uniform to $1.7\times10^{-4}$ in the same measure, supporting the pressure balance \eqref{eq:balance} and the density law \eqref{eq:density}. Velocity quadrature tests \eqref{eq:alpha}, and a finite-volume film calculation tests \eqref{eq:finite}, \eqref{eq:robin} and \eqref{eq:limit}. These tests address the derivation within its models; they do not establish the value of $\alpha$ for a particular precursor.

\section*{Calculated quantities}
\begin{verbatim}
INPUTS
thermal diffusion factor alpha = 1.00
cold side = 300 K, susceptor = 1300 K
cold-side mole fraction = 1.00e-04
pressure = 10000 Pa, gap = 10.0 mm
D at cold side = 5.00e-04 m^2/s, D power = 1.75
surface rate coefficient = 0.10 m/s
ZERO FLUX
T =    300 K: x = 1.0000e-04
T =    550 K: x = 5.4545e-05
T =    800 K: x = 3.7500e-05
T =   1050 K: x = 2.8571e-05
T =   1300 K: x = 2.3077e-05
mole-fraction ratio hot/cold = 0.2308
number-density ratio hot/cold = 0.05325
relative error of dilute law = 7.692e-05
CONSUMING SURFACE
molar density cold = 4.0091 mol/m^3
molar density hot = 0.9252 mol/m^3
limiting flux, alpha on  = 1.5903e-05 mol/(m^2 s)
limiting flux, alpha = 0 = 3.7725e-05 mol/(m^2 s)
limiting flux ratio = 0.4215
finite rate, alpha on:  x_s = 2.0345e-05
finite rate, alpha on:  N = 1.8823e-06 mol/(m^2 s)
finite rate, alpha on:  N/N_max = 0.1184
finite rate, alpha = 0: x_s = 8.0306e-05
finite rate, alpha = 0: N = 7.4297e-06 mol/(m^2 s)
finite rate, alpha = 0: N/N_max = 0.1969
finite-rate flux ratio = 0.2533
HEAVY-MOLECULE ESTIMATE OF ALPHA
carrier mass = 2.0 u
translational conductivity = 0.10 W/(m K) at 300 K
contact distance = 0.35 nm
mean carrier speed = 1782.1 m/s
cross-section exponent s = 0.0: alpha = 1.0621
cross-section exponent s = 0.5: alpha = 0.4271
cross-section exponent s = 1.0: alpha = 0.0000
cross-section exponent s = 1.5: alpha = -0.3008
alpha(hot)/alpha(cold), kappa ~ T^0.7, fixed Q = 1.3408
TESTS
closed cell: start x = 0.05, cold-end x = 0.09818
closed cell: hot-end x = 0.02589
closed cell: spread of T^alpha x/(1-x) = 1.89e-04
kinetic equation: spread of n T^(1+alpha) = 1.73e-04
\end{verbatim}
